# Spin Pumping with Backflow: Effective Mixing Conductance and Damping versus Layer Thickness

## 1. What symmetry and dimensions fix

A ferromagnetic film F with unit magnetization vector $\mathbf m(t)$ touches a normal metal N filling $0<z<d$. Let $\mathbf J$ be the spin angular momentum entering N per area and time. Without spin-orbit coupling at the interface, rotating all spins together changes nothing physical. For slow motion $\mathbf J$ is linear in $\dot{\mathbf m}$, and since $\mathbf m\cdot\dot{\mathbf m}=0$ the available vectors are $\dot{\mathbf m}$ and $\mathbf m\times\dot{\mathbf m}$:

$$\mathbf J=\frac{\hbar}{4\pi}\left(g_{r,\rm eff}\,\mathbf m\times\dot{\mathbf m}+g_{i,\rm eff}\,\dot{\mathbf m}\right).$$

The unit of $\mathbf J$ is energy per area and $\hbar\dot{\mathbf m}$ is an energy, so both coefficients are inverse areas. The first term damps the motion and the second shifts its frequency.

If N is described by diffusion alone, with resistivity $\rho=1/\sigma$ and spin diffusion length $\lambda$, the inverse area it can supply is $(h/e^2)/(\rho\lambda)$ times a function of $d/\lambda$. The rest of the problem is to find that function and to combine it with the conductance of the interface.

## 2. Backflow through the interface

The spin accumulation $\boldsymbol\mu$ is a vector whose length is the difference between the spin-up and spin-down electrochemical potentials along its direction. Integrated over energy, the excess distribution of incoming electrons is the spin matrix $\boldsymbol\mu\cdot\boldsymbol\sigma/2$. A spin-independent excess yields a reflected spin along $\mathbf m$ at most, so it does not matter here.

Let $r_u$ and $r_d$ be the reflection amplitudes for spin parallel and antiparallel to $\mathbf m$. Take $\mathbf m$ along $z$ in spin space and $\boldsymbol\mu$ transverse to it. The upper off-diagonal element of the incoming matrix is $(\mu_x-i\mu_y)/2$, and reflection multiplies it by $r_ur_d^*$. The complex conjugate combination $\mu_x+i\mu_y$ is therefore multiplied by $(r_ur_d^*)^*$.

Each channel carries a flux $1/h$ per energy, and each electron carries spin $\hbar/2$, which gives the prefactor $(\hbar/2)/h=1/4\pi$. The current into N is reflected minus incoming spin:

$$J_x+iJ_y=-\frac1{4\pi}\left[1-(r_ur_d^*)^*\right](\mu_x+i\mu_y).$$

Summing over channels per area, define $g_r+ig_i=\sum(1-r_ur_d^*)$. In the plane normal to $\mathbf m$, multiplication by $i$ is the operation $\mathbf m\times$, so

$$\mathbf J_{\rm back}=-\frac1{4\pi}(g_r-g_i\,\mathbf m\times)\boldsymbol\mu_\perp .$$

Here F is assumed thick enough to dephase transverse spin. Electrons arriving from F then carry no transverse spin into N.

## 3. Pumping from the same formula

Let $\mathbf m$ precess steadily with angular velocity $\boldsymbol\omega=\omega\hat{\mathbf z}$, so $\dot{\mathbf m}=\boldsymbol\omega\times\mathbf m$. In the spin frame rotating with it, $\psi=e^{-i\omega t\sigma_z/2}\psi'$, the magnet is static and the reflection problem is that of Section 2.

An electron in N with laboratory energy $\varepsilon$ and spin $s=\pm1$ along $\hat{\mathbf z}$ has the time factor

$$e^{-i\varepsilon t/\hbar}e^{+i\omega ts/2},\qquad\text{hence}\qquad \varepsilon'=\varepsilon-\frac{s\hbar\omega}{2}.$$

Laboratory equilibrium fills both spins to the same $\varepsilon$. In the rotating frame spin up is filled to a level lower by $\hbar\omega$ than spin down, which is an accumulation $-\hbar\boldsymbol\omega$. The backflow law must therefore contain $\boldsymbol\mu-\hbar\boldsymbol\omega$. Its transverse part follows from

$$\mathbf m\times\dot{\mathbf m}=\mathbf m\times(\boldsymbol\omega\times\mathbf m)=\boldsymbol\omega-\mathbf m(\mathbf m\cdot\boldsymbol\omega)=\boldsymbol\omega_\perp .$$

The total current is

$$\mathbf J=\frac1{4\pi}(g_r-g_i\,\mathbf m\times)\left(\hbar\,\mathbf m\times\dot{\mathbf m}-\boldsymbol\mu_\perp\right).$$

For $\boldsymbol\mu=0$, the identity $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$ gives $(\hbar/4\pi)(g_r\mathbf m\times\dot{\mathbf m}+g_i\dot{\mathbf m})$, the pumped current. If instead $\boldsymbol\mu_\perp=\hbar\boldsymbol\omega_\perp$, the flow stops: backflow cancels pumping.

The argument needs $\hbar\omega$ to be small compared with the exchange and Fermi energies and with the energy scale on which the reflection amplitudes vary.

**Transparent contacts.** Section 2 gave incoming electrons the accumulation $\boldsymbol\mu$. With $N_{\rm Sh}$ channels per area, a net current makes outgoing and incoming accumulations differ by $4\pi\mathbf J/N_{\rm Sh}$. If $\boldsymbol\mu$ is their mean, then $\boldsymbol\mu_{\rm in}=\boldsymbol\mu-2\pi\mathbf J/N_{\rm Sh}$. Inserting this, with $G=g_r-ig_i$ as a complex number, gives the same law with

$$\frac1G\;\rightarrow\;\frac1G-\frac1{2N_{\rm Sh}} .$$

This step assumes that all channels carry the same accumulation and identifies the mean with the $\boldsymbol\mu(0)$ of diffusion theory, so it is an approximation of the same kind as diffusion theory itself. Below, $g_r$ and $g_i$ denote values that already include this correction.

## 4. Diffusion in the normal metal

Let $\nu$ be the density of states per spin, $D$ the diffusion constant and $\tau$ the time in which a uniform spin accumulation decays, often called the spin-flip time. The two spin densities differ by $\nu\mu$, so the angular momentum density is $\mathbf s=(\hbar/2)\nu\boldsymbol\mu$. With $\sigma=2e^2\nu D$,

$$\mathbf J(z)=-D\,\partial_z\mathbf s=-\frac{\hbar\nu D}{2}\partial_z\boldsymbol\mu=-\frac{\hbar\sigma}{4e^2}\partial_z\boldsymbol\mu .$$

The balance $\partial_t\mathbf s=-\partial_z\mathbf J-\mathbf s/\tau$ becomes quasi-static when $\omega\tau\ll1$. Precession of the conduction spins about the applied field is dropped under the same condition on its own frequency. Then

$$\partial_z^2\boldsymbol\mu=\frac{\boldsymbol\mu}{\lambda^2},\qquad \lambda=\sqrt{D\tau}.$$

No spin leaves through the outer face, so $\partial_z\boldsymbol\mu=0$ at $z=d$ and

$$\boldsymbol\mu(z)=\boldsymbol\mu(0)\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)} .$$

Its slope at $z=0$ is $-\boldsymbol\mu(0)\tanh(d/\lambda)/\lambda$. The current entering N is therefore

$$\mathbf J(0)=\frac{\hbar\sigma}{4e^2\lambda}\tanh\frac d\lambda\;\boldsymbol\mu(0)\equiv\frac{g_N}{4\pi}\boldsymbol\mu(0),
\qquad
g_N(d)=\frac{h}{2e^2}\,\frac{\tanh(d/\lambda)}{\rho\lambda},$$

where $4\pi\hbar/4=h/2$ was used. This is the function left open in Section 1. It measures how well the layer absorbs spin. Diffusion theory requires $d$ and $\lambda$ to exceed the mean free path.

## 5. Closing the loop

First consider the component along $\mathbf m$. The rotating-frame shift along $\mathbf m$ is common to F and N and drives nothing. With F in equilibrium, a longitudinal accumulation leaks into F as $\mathbf J\cdot\mathbf m=-(g_l/4\pi)\,\boldsymbol\mu\cdot\mathbf m$ with $g_l\ge0$. Diffusion demands $\mathbf J\cdot\mathbf m=+(g_N/4\pi)\,\boldsymbol\mu\cdot\mathbf m$. Since $g_N>0$, both hold only for $\boldsymbol\mu(0)\cdot\mathbf m=0$. The quasi-static solution is thus transverse at any cone angle.

In the transverse plane write $\mathbf E=\hbar\,\mathbf m\times\dot{\mathbf m}$ and use complex notation. The two expressions for the interface current are

$$4\pi J=G(E-\mu),\qquad 4\pi J=g_N\mu .$$

Equating them gives $\mu=GE/(G+g_N)$, and then

$$4\pi J=G_{\rm eff}E,\qquad G_{\rm eff}=\frac{Gg_N}{G+g_N},\qquad
\boxed{\frac1{G_{\rm eff}}=\frac1G+\frac1{g_N(d)}} .$$

Interface and layer act as resistances in series. To separate the parts, multiply numerator and denominator by $G^*+g_N$, and set $Q=(g_r+g_N)^2+g_i^2$:

$$G_{\rm eff}=\frac{g_N\left(|G|^2+g_NG\right)}{Q}.$$

Because $G_{\rm eff}=g_{r,\rm eff}-ig_{i,\rm eff}$,

$$g_{r,\rm eff}=\frac{g_N\left[g_r(g_r+g_N)+g_i^2\right]}{Q},\qquad
g_{i,\rm eff}=\frac{g_N^2\,g_i}{Q}.$$

For $g_i=0$ this reduces to

$$g_{\rm eff}(d)=\frac{g_r}{1+\dfrac{2e^2}{h}\rho\lambda\,g_r\coth(d/\lambda)} .$$

A finite-volume solution of the vector diffusion problem at a $60^\circ$ cone angle, with longitudinal leakage into F included, agrees with the series law to about $10^{-5}$ relative to $g_{r,\rm eff}$ at 10 MHz, where $\omega\tau\approx6\times10^{-6}$ for the layer of Section 8. At 10 GHz the finite-frequency terms of Section 9, of order $\omega\tau$, add a deviation of a few $10^{-3}$.

## 6. From spin current to damping

Let F have thickness $t_F$, saturation magnetization $M_s$ and a uniform $\mathbf m$ across its thickness. With $\gamma>0$ and the electron moment opposite to its spin, its angular momentum per area is $-M_st_F\mathbf m/\gamma$. Losing $\mathbf J$ to N means

$$-\frac{M_st_F}{\gamma}\dot{\mathbf m}\Big|_{\rm pump}=-\mathbf J
\quad\Rightarrow\quad
\dot{\mathbf m}\Big|_{\rm pump}=\frac{\gamma\mathbf J}{M_st_F}.$$

Define $A=\gamma\hbar/(4\pi M_st_F)$, an area, and let $\alpha_0$ be the intrinsic damping. For one pumping face,

$$\dot{\mathbf m}=-\gamma\mathbf m\times\mathbf B+\alpha_0\mathbf m\times\dot{\mathbf m}+A\left(g_{r,\rm eff}\mathbf m\times\dot{\mathbf m}+g_{i,\rm eff}\dot{\mathbf m}\right).$$

Moving the last term to the left and dividing by $1-Ag_{i,\rm eff}$ leaves an equation of the original form, with

$$\boxed{\alpha=\frac{\alpha_0+Ag_{r,\rm eff}}{1-Ag_{i,\rm eff}}},\qquad
\gamma'=\frac{\gamma}{1-Ag_{i,\rm eff}} .$$

The sign is that of a loss: $\mathbf m\times\dot{\mathbf m}$ enters with a positive coefficient, as intrinsic damping does. For $Ag_{i,\rm eff}\ll1$ the added damping falls as $1/t_F$, because an interface current is shared by the whole film.

## 7. Thin, thick and in between

**Thin layer.** For $d\ll\lambda$, $\tanh(d/\lambda)\to d/\lambda$. If also $g_N\ll|G|$, the layer is the bottleneck:

$$G_{\rm eff}\to g_N\to\frac{h\sigma d}{2e^2\lambda^2}=\frac{h\nu d}{\tau}.$$

The last form uses $\sigma=2e^2\nu D$ and $\lambda^2=D\tau$. The interface conductance has dropped out. The layer fills until $\mu\approx E$, and the damping measures the rate at which the stored spin relaxes. If $\tau\to\infty$ at fixed $d$, this static expression vanishes: in the slow limit, a layer that cannot lose spin does not damp the magnet. The quasi-static condition $\omega\tau\ll1$ must still hold, so the limit is taken with $\omega\to0$ first.

**Thick layer, $g_i=0$.** Let $g_{N\infty}=h/(2e^2\rho\lambda)$ and $g_\infty$ be the saturated $g_{\rm eff}$. Expanding $\coth(d/\lambda)\approx1+2e^{-2d/\lambda}$,

$$\frac1{g_{\rm eff}}\approx\frac1{g_\infty}+\frac{2e^{-2d/\lambda}}{g_{N\infty}}
\quad\Rightarrow\quad
1-\frac{g_{\rm eff}}{g_\infty}\approx\frac{2g_\infty}{g_{N\infty}}e^{-2d/\lambda}=\frac{2g_r}{g_r+g_{N\infty}}e^{-2d/\lambda}.$$

The approach has decay length $\lambda/2$, since spin must travel to the outer face and back to sense it. For an opaque interface, $g_r\ll g_{N\infty}$, the saturated value is nearly $g_r$ itself and backflow is weak.

**Half-rise thickness, $g_i=0$.** Put $t=\tanh(d_{1/2}/\lambda)$ and require $g_{\rm eff}=g_\infty/2$:

$$\frac1{g_r}+\frac1{g_{N\infty}t}=\frac2{g_r}+\frac2{g_{N\infty}}
\quad\Rightarrow\quad
t=\frac{g_r}{g_{N\infty}+2g_r}<\frac12 .$$

Hence $d_{1/2}<0.55\lambda$, and it shrinks as the interface becomes more opaque. The half-rise alone does not determine $\lambda$; the ratio $g_r/g_{N\infty}$ is needed too.

## 8. A worked layer

Take round model parameters: $\rho=10^{-7}\ \Omega\,$m, $\lambda=10$ nm, $g_r=4\times10^{19}$ m$^{-2}$, $g_i=4\times10^{18}$ m$^{-2}$, $M_s=8\times10^5$ A/m, $t_F=5$ nm, $\alpha_0=0.005$ and a frequency of 10 GHz. Since $h/2e^2=12906\ \Omega$,

$$g_{N\infty}=\frac{12906}{10^{-7}\times10^{-8}}\ {\rm m^{-2}}=1.291\times10^{19}\ {\rm m^{-2}} .$$

At $d=10$ nm, $\tanh1=0.7616$ gives $g_N=9.83\times10^{18}$ m$^{-2}$. In units of $10^{18}$ m$^{-2}$,

$$g_{r,\rm eff}=\frac{9.83\,[40\times49.83+16]}{49.83^2+16}=7.90,\qquad
g_{i,\rm eff}=\frac{9.83^2\times4}{49.83^2+16}=0.155 .$$

With $A=3.69\times10^{-22}$ m$^2$, $Ag_{r,\rm eff}=0.00292$, while $Ag_{i,\rm eff}\approx6\times10^{-5}$ barely matters. Thus $\alpha=0.0079$.

| $d$ (nm) | $g_N$ ($10^{18}$ m$^{-2}$) | $g_{r,\rm eff}$ ($10^{18}$ m$^{-2}$) | $\alpha$ |
|---|---|---|---|
| 5 | 5.96 | 5.20 | 0.0069 |
| 10 | 9.83 | 7.90 | 0.0079 |
| 20 | 12.44 | 9.51 | 0.0085 |
| 40 | 12.90 | 9.77 | 0.0086 |

Setting $\boldsymbol\mu(0)=0$ in the formula gives $\alpha=0.0198$, listed in the output as the value without backflow. This is not quite the case in which no spin returns, because $g_r$ includes the transparent-contact correction of Section 3. If no spin returns, the uncorrected conductance applies. For an isotropic Fermi surface $N_{\rm Sh}=h\nu v_F/4$, which is $3.2\times10^{19}$ m$^{-2}$ with the $D$ and $v_F$ given below. The uncorrected $g_r$ is then $2.5\times10^{19}$ m$^{-2}$ and $\alpha=0.0141$. The added damping would be 0.0091, against 0.0036 for a thick layer with backflow, a factor of about 2.5. Even an infinitely thick layer thus returns about 60% of the pumped spin here. This fraction depends on $N_{\rm Sh}=3h/(8e^2\rho\ell)$, with $\ell=3D/v_F$. The model has $\rho\ell=0.3\times10^{-15}\ \Omega\,$m$^2$, low for a metal. A value about twice as large, as in copper, gives $N_{\rm Sh}\approx1.5\times10^{19}$ m$^{-2}$ and a returned fraction near 40% at the same corrected $g_r$.

The accumulation at the interface is also large. At $d=10$ nm, $|\mu(0)|$ is 0.80 of its blocking value $\hbar\omega\sin\theta$, where $\theta$ is the cone angle. With $\hbar\omega=41.4\ \mu$eV and $\sin\theta=0.1$ this is $3.3\ \mu$eV. This $\mu(0)$ is the mean of incoming and outgoing accumulations. The incoming part alone, which sets the returned fraction, is 0.68 of the blocking value at this thickness.

The half-rise thickness for $g_i=0$ is 4.6 nm, or $0.46\lambda$. For $D=10^{-3}$ m$^2$/s and a Fermi velocity of $10^6$ m/s, the mean free path $3D/v_F$ is 3 nm. The 5 nm entry and the half-rise thickness are therefore less than two mean free paths, where diffusion theory is no longer guaranteed to be accurate. A spin lifetime as short as $\lambda^2/D=10^{-13}$ s is typical of metals with strong spin-orbit scattering. In such metals spin can also be lost at the interface itself, and $\rho$ and $\lambda$ can change with $d$. The model includes neither effect, so the series law should not be fitted to such layers without allowing for them.

## 9. What finite frequency changes

For small circular precession, transverse quantities vary as $e^{i\omega t}$. Keeping $\partial_t\mathbf s$ replaces $1/\lambda^2$ by $(1+i\omega\tau)/\lambda^2$. With $\kappa=\sqrt{1+i\omega\tau}\approx1+i\omega\tau/2$ and $x=d/\lambda$, $g_N$ becomes $g_{N\infty}\kappa\tanh(\kappa x)$, so to first order

$$\delta g_N=\frac{i\omega\tau}{2}g_{N\infty}\left(\tanh x+\frac{x}{\cosh^2x}\right),\qquad
\delta G_{\rm eff}=\left(\frac{G}{G+g_N}\right)^2\delta g_N .$$

For $g_i\ll g_r$ the squared factor is nearly real and $\delta G_{\rm eff}$ nearly imaginary. The correction thus lands mainly in $g_{i,\rm eff}$, which it lowers as long as the conduction spins feel no applied field.

In the example $\omega\tau=0.0063$. The numerical solution at $d=10$ nm and a $5^\circ$ cone angle changes $g_{r,\rm eff}$ by 0.02% but $g_{i,\rm eff}$ by $-20$%, each relative to its static value. The static $g_{i,\rm eff}$ is small, so a small $\omega\tau$ does not guarantee its accuracy. Precession of the conduction spins about the applied field at frequency $\omega_L$, in the same sense as $\mathbf m$, would replace $\omega$ by $\omega-\omega_L$ in $\delta g_N$; the quoted 20% omits it. In resonance $\omega_L$ is comparable to $\omega$, so it sets the size and sign of the correction, which vanishes for $\omega_L=\omega$. Circular precession of this film without anisotropy needs a perpendicular field $\omega/\gamma+\mu_0M_s=1.36$ T. For a g-factor of 2 in N this gives $\omega-\omega_L=-\gamma\mu_0M_s\approx-2.8\,\omega$, and $g_{i,\rm eff}$ rises by about 56% instead.

In this example the damping is barely affected. The complex eigenfrequency of small precession coupled to time-dependent diffusion reproduces the added damping to about $10^{-4}$ of its value at all four thicknesses. The numerical output below lists these comparisons.

## Computed values

```
g_r = 4.000e+19 m^-2, g_i = 4.000e+18 m^-2
longitudinal conductance used in test = 2.000e+19 m^-2
resistivity rho = 1.00e-07 ohm m
spin diffusion length lambda = 10.00 nm
diffusion constant D = 1.00e-03 m^2/s
spin-flip time tau = 1.000e-13 s
Fermi velocity = 1.00e+06 m/s
mean free path 3D/v_F = 3.00 nm
Ms = 8.00e+05 A/m, tF = 5.00 nm, alpha0 = 0.0050
gamma (g-factor 2) = 1.7588e+11 rad/(s T)
frequency = 10.00 GHz, omega tau = 0.00628
h/(2 e^2) = 12906.40 ohm
g_N for thick layer = 1.2906e+19 m^-2
A = gamma hbar/(4 pi Ms tF) = 3.6900e-22 m^2
d = 5 nm: tanh(d/lambda) = 0.46212, g_N = 5.9643e+18 m^-2
   g_r_eff = 5.1962e+18 m^-2, g_i_eff = 6.6843e+16 m^-2
   alpha formula = 0.006918, from mode = 0.006918
d = 10 nm: tanh(d/lambda) = 0.76159, g_N = 9.8294e+18 m^-2
   g_r_eff = 7.9029e+18 m^-2, g_i_eff = 1.5465e+17 m^-2
   alpha formula = 0.007917, from mode = 0.007917
d = 20 nm: tanh(d/lambda) = 0.96403, g_N = 1.2442e+19 m^-2
   g_r_eff = 9.5073e+18 m^-2, g_i_eff = 2.2386e+17 m^-2
   alpha formula = 0.008509, from mode = 0.008509
d = 40 nm: tanh(d/lambda) = 0.99933, g_N = 1.2898e+19 m^-2
   g_r_eff = 9.7708e+18 m^-2, g_i_eff = 2.3645e+17 m^-2
   alpha formula = 0.008606, from mode = 0.008606
thick limit: g_r_eff = 9.7758e+18 m^-2, g_i_eff = 2.3669e+17 m^-2
thick limit: alpha = 0.008608
alpha without backflow = 0.019789
g_r_eff at 10 nm if g_i = 0: 7.8905e+18 m^-2
|mu(0)|/(hbar omega sin theta) at 10 nm = 0.8042
hbar omega = 41.357 micro-eV
half-rise thickness (g_i = 0) = 4.606 nm
upper bound of half-rise thickness/lambda = 0.5493
numerical g_eff(d_half)/g_eff(thick) = 0.50002
thin layer 0.1 nm: numerical/linear law = 0.99675
deficit at 3 lambda: numerical 0.003718, law 0.003748
10 GHz, 10 nm, 5 deg: g_r_eff = 7.9042e+18 m^-2, g_i_eff = 1.2381e+17 m^-2
   relative change: g_r_eff 1.61e-04, g_i_eff -1.99e-01
largest error, pumping law = 2.2e-15
largest error, backflow law = 1.1e-16
largest relative error, series law at 60 deg = 9.6e-06
largest relative error, accumulation = 3.1e-06
largest relative error, added damping = 1.1e-04
```
